\section*{Derivative couplings in the Born-Huang equations for nuclear motion}

\section{The problem}

A molecule at fixed nuclear geometry $R$ has electronic states that depend on $R$. When the nuclei move, the nuclear kinetic operator differentiates the whole wavefunction, and therefore also the electronic states. The Born-Oppenheimer approximation ignores those derivatives. Mass-dependent corrections to the vibrational levels, internal conversion between electronic states of the same spin and the singular behaviour near conical intersections come from them. The question is what equations the nuclear amplitudes obey when the derivatives are kept, and how many independent coupling functions those equations contain.

Atomic units are used: $\hbar=m_e=1$, lengths in bohr, energies in hartree. The Hamiltonian is
\begin{equation}
H=-\frac{1}{2M}\nabla^2+H_{\rm el}(R),
\end{equation}
where $\nabla$ has components $\partial_a=\partial/\partial R_a$ over all nuclear coordinates and $H_{\rm el}$ contains everything else, nuclear repulsion included. One mass suffices: for nuclei of masses $M_A$ the scaled coordinates $\sqrt{M_A/M}\,R_A$ turn $\sum_A\nabla_A^2/2M_A$ into $\nabla^2/2M$.

Let $\phi_j(r;R)$ be electronic functions with $\langle\phi_i|\phi_j\rangle=\delta_{ij}$ at every $R$, brackets meaning integration over the electronic coordinates $r$ only. They are assumed twice differentiable in $R$, with derivatives square integrable in $r$, which includes a smooth choice of phase. They need not be eigenstates of $H_{\rm el}$; when they are, $H_{\rm el}\phi_j=E_j(R)\phi_j$, they are called adiabatic.

\section{The coupled equations}

Write $\Psi(r,R)=\sum_j\phi_j(r;R)\chi_j(R)$, at first with a finite number of terms. The product rule applied twice gives
\begin{equation}
\nabla^2(\phi_j\chi_j)=\phi_j\nabla^2\chi_j+2(\nabla\phi_j)\cdot\nabla\chi_j+(\nabla^2\phi_j)\chi_j .
\end{equation}
Project $(H-E)\Psi=0$ on $\phi_i$. The $\chi_j$ do not depend on $r$ and leave the bracket. With
\begin{equation}
F_{ij}=\langle\phi_i|\nabla\phi_j\rangle,\qquad G_{ij}=\langle\phi_i|\nabla^2\phi_j\rangle,\qquad V_{ij}=\langle\phi_i|H_{\rm el}|\phi_j\rangle,
\end{equation}
the result, in matrix form for the column $\chi$, is the set of Born-Huang equations
\begin{equation}
\Big[-\frac{1}{2M}\big(\nabla^2+2F\cdot\nabla+G\big)+V-E\Big]\chi=0 .
\label{bh}
\end{equation}
Each component $F_a$ is a matrix in $i,j$, and $G$ is a single matrix. For adiabatic states $V_{ij}=E_j\delta_{ij}$, so all coupling between surfaces sits in $F$ and $G$.

\section{Properties that need no completeness}

Differentiating $\langle\phi_i|\phi_j\rangle=\delta_{ij}$ gives $\langle\nabla\phi_i|\phi_j\rangle+\langle\phi_i|\nabla\phi_j\rangle=0$. The first term is $F_{ji}^*$, so
\begin{equation}
F_a^\dagger=-F_a .
\label{anti}
\end{equation}
The diagonal elements $F_{jj}$ are imaginary, and they vanish when the $\phi_j$ are real.

For adiabatic states, differentiate the eigenvalue equation, $(\nabla H_{\rm el})\phi_j+H_{\rm el}\nabla\phi_j=(\nabla E_j)\phi_j+E_j\nabla\phi_j$, and project on $\phi_i$ with $i\ne j$. The term in $\nabla E_j$ drops by orthogonality, and $H_{\rm el}$ acting to the left gives $E_i$:
\begin{equation}
F_{ij}=\frac{\langle\phi_i|\nabla H_{\rm el}|\phi_j\rangle}{E_j-E_i},\qquad E_i\neq E_j .
\label{hf}
\end{equation}
For a given nonzero numerator the coupling is inversely proportional to the gap. A small gap alone does not make the coupling large, because the numerator can shrink with it.

Let $\operatorname{div}F=\sum_a(\partial_aF_a)$ denote the matrix of derivatives, a multiplicative quantity that does not act on $\chi$. The product rule inside the bracket gives
\begin{equation}
(\operatorname{div}F)_{ij}=S_{ij}+G_{ij},\qquad S_{ij}=\sum_a\langle\partial_a\phi_i|\partial_a\phi_j\rangle ,
\label{div}
\end{equation}
that is $G=\operatorname{div}F-S$. The matrix $S$ is a Gram matrix, hence Hermitian and positive semidefinite, and $\operatorname{div}F$ is anti-Hermitian by (\ref{anti}). Therefore $G^\dagger=-\operatorname{div}F-S=G-2\operatorname{div}F$, and $G$ is not Hermitian unless $\operatorname{div}F=0$. The operator in (\ref{bh}) is Hermitian all the same. For columns $u,v$ that vanish at infinity, integration by parts and (\ref{anti}) give
\begin{align}
\int u^\dagger\,2F_a\partial_av\,dR&=-2\int\partial_a(u^\dagger F_a)\,v\,dR=2\int\big[\partial_a(F_au)\big]^\dagger v\,dR ,
\end{align}
because $u^\dagger F_a=-(F_au)^\dagger$. The adjoint of $2F\cdot\nabla$ is thus $2F\cdot\nabla+2\operatorname{div}F$, and adding $G^\dagger=G-2\operatorname{div}F$ returns $2F\cdot\nabla+G$. The anti-Hermitian part of $G$ is exactly what the first-derivative term needs.

\section{Complete basis}

Now let the $\phi_k$ span the electronic Hilbert space, so that $\sum_k|\phi_k\rangle\langle\phi_k|=1$; for a Coulomb system the sum includes an integral over the ionization continuum. Insert it in $S$:
\begin{equation}
S_{ij}=\sum_a\sum_k\langle\partial_a\phi_i|\phi_k\rangle\langle\phi_k|\partial_a\phi_j\rangle=\sum_a\sum_kF_{a,ki}^*F_{a,kj}=(F^\dagger\!\cdot F)_{ij}=-(F\cdot F)_{ij}.
\end{equation}
The sum over $k$ converges by Parseval's relation, since the $\partial_a\phi_j$ are square integrable, and the last step is (\ref{anti}). With (\ref{div}),
\begin{equation}
G=\operatorname{div}F+F\cdot F .
\label{G}
\end{equation}
The scalar coupling is fixed by the vector coupling. Next expand the square of the operator $\nabla+F$, in which $\nabla$ acts on everything to its right:
\begin{align}
(\partial_a+F_a)(\partial_a\chi+F_a\chi)&=\partial_a^2\chi+\partial_a(F_a\chi)+F_a\partial_a\chi+F_aF_a\chi\nonumber\\
&=\partial_a^2\chi+2F_a\partial_a\chi+(\partial_aF_a)\chi+F_aF_a\chi .
\label{sq}
\end{align}
Summed over $a$, this is the bracket of (\ref{bh}) with $G$ given by (\ref{G}), so
\begin{equation}
\Big[-\frac{1}{2M}(\nabla+F)^2+V-E\Big]\chi=0 .
\label{main}
\end{equation}

A second route avoids differentiating an infinite series term by term. Define $\chi_i=\langle\phi_i|\Psi\rangle$. Then $\partial_a\chi_i=\langle\phi_i|\partial_a\Psi\rangle+\langle\partial_a\phi_i|\Psi\rangle$, and completeness with (\ref{anti}) gives $\langle\partial_a\phi_i|\Psi\rangle=\sum_kF_{a,ki}^*\chi_k=-(F_a\chi)_i$. Hence
\begin{equation}
\langle\phi_i|\partial_a\Psi\rangle=\big[(\partial_a+F_a)\chi\big]_i .
\end{equation}
The operator $\partial_a+F_a$ is the derivative $\partial_a$ written in a moving basis. The relation holds for any differentiable $\Psi$, so it may be applied again to $\partial_a\Psi$, whose components are $(\partial_a+F_a)\chi$, and (\ref{main}) follows.

\section{Truncated basis}

Keep a finite set $P$ of states, let $F_P$ be the block of $F$ inside it, and let $Q=\sum_{k\notin P}|\phi_k\rangle\langle\phi_k|$. Equations (\ref{bh}) to (\ref{div}) still hold. Splitting the sum over $k$ in $S$ gives, for $i,j\in P$,
\begin{equation}
S=-F_P\cdot F_P+D,\qquad D_{ij}=\sum_a\langle\partial_a\phi_i|Q|\partial_a\phi_j\rangle=\sum_a\sum_{k\notin P}F_{a,ki}^*F_{a,kj},
\end{equation}
and so $G=\operatorname{div}F_P+F_P\cdot F_P-D$. By (\ref{sq}) the kinetic operator of the truncated equations is
\begin{equation}
T_P=-\frac{1}{2M}(\nabla+F_P)^2+\frac{D}{2M}.
\label{trunc}
\end{equation}
For any column $c$, $c^\dagger Dc=\sum_a\|Q\sum_jc_j\partial_a\phi_j\|^2\ge0$. The term $D/2M$ is the kinetic energy carried by the part of $\nabla\Psi$ that points out of the retained space. The pure square is exact for a finite set only if $Q\,\partial_a\phi_j=0$ for all $j\in P$, meaning that the retained space does not change with $R$.

For one real state, $F_P=0$. The pure square is then $-\nabla^2/2M$, the Born-Oppenheimer (BO) equation, and the whole correction is
\begin{equation}
\frac{D_{00}}{2M}=-\frac{G_{00}}{2M}=\frac{1}{2M}\sum_{k\ne0}\frac{|\langle\phi_k|\nabla H_{\rm el}|\phi_0\rangle|^2}{(E_k-E_0)^2},
\label{dboc}
\end{equation}
the diagonal Born-Oppenheimer correction (DBOC); the last form uses (\ref{hf}). Where two adiabatic surfaces meet in a cone, the gap is linear in the distance $\rho$ from the apex, so $F\sim1/\rho$ and the DBOC grows as $1/\rho^2$. The smoothness assumption fails at that point, and the adiabatic form of all equations above holds only away from it. Avoiding the apex is not enough either. For $H_{\rm el}=k\rho(\cos\theta\,\sigma_z+\sin\theta\,\sigma_x)$ with $k>0$ and $\theta$ the polar angle, the lower real state $(-\sin\frac\theta2,\cos\frac\theta2)$ has $D_{00}=1/4\rho^2$ and changes sign when $\theta$ grows by $2\pi$ (the geometric phase). On a region that encloses the apex one must either multiply it by $e^{i\theta/2}$, which makes it single-valued and gives $F_{00}=\frac i2\nabla\theta\neq0$, or keep it real with $F_{00}=0$ and let $\chi_0$ change sign as well.

\section{Bounds}

Three inequalities follow for adiabatic states. First, $H_{\rm el}(R)\ge E_0(R)$ gives $\langle H\rangle\ge\langle-\nabla^2/2M+E_0\rangle$. At each fixed $r$ the function $\Psi(r,\cdot)$ is a trial function for the BO operator, so the right side is at least the BO ground level: $E^{\rm BO}_0\le E_0^{\rm exact}$. This argument covers the ground level only. Second, (\ref{bh}) with $n$ states is the stationarity condition of $\langle H\rangle$ in the subspace of functions $\sum_{j<n}\phi_j\chi_j$. By the min-max principle each discrete level lies at or above the exact one and does not rise when $n$ grows. This needs the products $\phi_j\chi_j$ to be single-valued. For the cone above with $\frac12\rho^2$ added, $M=1$ and $k=2$, the exact ground level is $-1.4457$ and the one-state level with the geometric phase is $-1.4341$, while $F_{00}=0$ with the DBOC and a single-valued $\chi_0$ gives $-1.4821$, below the exact value. Third, $D\ge0$ means that dropping $D$ from (\ref{trunc}) cannot raise any level. The operator without $D$ is not the restriction of $H$ to a subspace, so its levels need not be upper bounds.

\section{Change of basis and curvature}

Let $\phi'_j=\sum_k\phi_kW_{kj}(R)$ with $W$ unitary inside the retained set, so that $\chi'=W^\dagger\chi$. The product rule gives
\begin{equation}
F'=W^\dagger FW+W^\dagger\nabla W .
\end{equation}
Then $W(\nabla+F')\chi'=W\nabla\chi'+(\nabla W)\chi'+FW\chi'=(\nabla+F)\chi$, so the square transforms by conjugation with $W$. Since $Q\phi_k=0$ for $k\in P$, the term with $\nabla W$ drops out of $D$ and $D'=W^\dagger DW$. For pure phases $W_{jj}=e^{i\theta_j}$, $F_{jj}$ shifts by $i\nabla\theta_j$ and $D_{jj}$ is unchanged: $F$ acts as a vector potential.

Whether $F$ can be removed locally depends on its curvature. The mixed second derivatives cancel in
\begin{equation}
(\partial_aF_b-\partial_bF_a)_{ij}=\langle\partial_a\phi_i|\partial_b\phi_j\rangle-\langle\partial_b\phi_i|\partial_a\phi_j\rangle .
\end{equation}
Inserting the complete set turns the right side into $F_a^\dagger F_b-F_b^\dagger F_a=-[F_a,F_b]$. Moving only the terms with $k\in P$ to the left gives
\begin{equation}
\big(\partial_aF_b-\partial_bF_a+[F_a,F_b]\big)_{P,ij}=-\sum_{k\notin P}\big(F_{a,ik}F_{b,kj}-F_{b,ik}F_{a,kj}\big),
\label{curl}
\end{equation}
which vanishes for a complete basis. To have $F'=0$ one needs $\partial_aW=-F_aW$. Then $\partial_a\partial_bW=-(\partial_aF_b)W+F_bF_aW$, and equating this with $\partial_b\partial_aW$ requires the left side of (\ref{curl}) to be zero. In a complete basis the solution is $W_{ij}=\langle\phi_i(R)|\phi_j(R_0)\rangle$, which returns the fixed functions $\phi_j(R_0)$ and moves all coupling into $V$. In a truncated basis with two or more coordinates such a strictly diabatic basis exists only if the right side of (\ref{curl}) vanishes. The condition is sufficient only in a simply connected region. The single-valued lower state of a cone has $F_{00}=\frac i2\nabla\theta$, with zero curvature off the apex but $\oint F_{00}\cdot dR=i\pi$ around it, and a single-valued phase changes that integral only by multiples of $2\pi i$.

\section{Example A: a displaced and squeezed oscillator}

Take one electronic and one nuclear coordinate,
\begin{equation}
H_{\rm el}=-\tfrac12\partial_r^2+\tfrac12\omega^2(r-\lambda R)^2+\tfrac12KR^2,\qquad\omega(R)=\omega_0e^{\beta R},
\end{equation}
with round parameters $\omega_0=0.5$, $\beta=0.2$, $\lambda=1$, $K=0.1$, $M=100$. The adiabatic states are $\phi_n=\omega^{1/4}h_n(\sqrt\omega\,y)$, with $y=r-\lambda R$ and $h_n$ the normalized Hermite functions, and $E_n=\omega(n+\frac12)+\frac12KR^2$.

The chain rule gives $\partial_R\phi_n=-\lambda\partial_y\phi_n+\beta\,\omega\partial_\omega\phi_n$, and from the scaling form $\omega\partial_\omega\phi_n=\frac14\phi_n+\frac12y\partial_y\phi_n$. With $y=(a+a^\dagger)/\sqrt{2\omega}$, $\partial_y=\sqrt{\omega/2}\,(a-a^\dagger)$ and $[a,a^\dagger]=1$,
\begin{equation}
y\partial_y=\tfrac12\big(a^2-aa^\dagger+a^\dagger a-a^{\dagger2}\big)=\tfrac12\big(a^2-a^{\dagger2}-1\big),
\end{equation}
so $\omega\partial_\omega=\frac14(a^2-a^{\dagger2})$. The matrix elements $\langle n-1|a|n\rangle=\sqrt n$ do not depend on $R$, and $\partial_R\sqrt\omega=\frac\beta2\sqrt\omega$. Therefore
\begin{align}
F&=f\,(a-a^\dagger)+\tfrac\beta4\,(a^2-a^{\dagger2}),\qquad f=-\lambda\sqrt{\omega/2},\\
F'&=\tfrac\beta2\,f\,(a-a^\dagger).
\end{align}
At $R=0$, $f=-0.5$, and in bohr$^{-1}$: $F_{01}=-0.5$, $F_{12}=\sqrt2f=-0.7071$, $F_{02}=\sqrt2\beta/4=0.0707$, $F_{13}=\sqrt6\beta/4=0.1225$. Equation (\ref{G}) gives, in bohr$^{-2}$,
\begin{align}
G_{00}&=-(F_{01}^2+F_{02}^2)=-(0.25+0.005)=-0.255,\nonumber\\
G_{11}&=-(F_{01}^2+F_{12}^2+F_{13}^2)=-(0.25+0.5+0.015)=-0.765,\nonumber\\
G_{01}&=F'_{01}+F_{02}F_{21}=-0.05+0.0707\times0.7071=0,\nonumber\\
G_{10}&=F'_{10}+F_{12}F_{20}=0.05+0.05=0.1 .
\end{align}
The zero holds at every $R$, because $F'_{01}=\beta f/2$ and $F_{02}F_{21}=(\sqrt2\beta/4)(-\sqrt2f)=-\beta f/2$. The difference $G_{01}-G_{10}=-0.1$ equals $2F'_{01}$, as $G-G^\dagger=2\operatorname{div}F$ demands. The product in $G_{01}$ runs through state 2, which a two-state set omits; for $P=\{0,1\}$ the missing matrix is $D_{00}=F_{20}^2=0.005$, $D_{01}=F_{20}F_{21}=-0.05$, $D_{11}=F_{21}^2+F_{31}^2=0.515$. The DBOC at $R=0$ is $0.255/200=1.275\times10^{-3}$ hartree, or 279.8 cm$^{-1}$.

For the levels, $H$ was diagonalized directly by Fourier collocation on a product grid, 49 points in $R$ from $-5.4$ to $4.2$ bohr and 47 points in $r$ from $-12$ to $11$ bohr. The coupled equations were solved on the same $R$ grid, with $F$, $G$ and $S$ taken from their defining integrals by 40-point Gauss-Hermite quadrature. The direct ground level is $0.256211819$ hartree and the next is $0.289089840$ hartree. Errors below are differences from the direct ground level, in hartree.

\begin{center}
\begin{tabular}{lcc}
equation & ground level & error\\
BO & 0.255123750 & $-1.088\times10^{-3}$\\
(\ref{bh}), $n=1$ & 0.256292635 & $+8.08\times10^{-5}$\\
(\ref{bh}), $n=2$ & 0.256215383 & $+3.56\times10^{-6}$\\
(\ref{bh}), $n=3$ & 0.256212044 & $+2.25\times10^{-7}$\\
(\ref{bh}), $n=12$ & 0.256211819 & below $10^{-9}$\\
square, no $D$, $n=2$ & 0.256190372 & $-2.14\times10^{-5}$\\
square, no $D$, $n=12$ & 0.256211819 & below $10^{-9}$
\end{tabular}
\end{center}

The BO level lies below the direct one and the Born-Huang levels descend to it from above. With twelve states both forms give the direct value to the nine decimals shown; $F$ is banded, so $D$ then touches only the two highest states, and the weights $\int|\chi_n|^2dR$ fall from $0.99984$ to $1.6\times10^{-4}$ to $3.3\times10^{-6}$ for $n=0,1,2$.

The step from BO to $n=1$ is $0.256292635-0.255123750=1.169\times10^{-3}$ hartree, less than the DBOC at $R=0$. The DBOC is $(\lambda^2\omega/2+\beta^2/8)/2M$, which rises with $R$, while $E_0'(0)=\beta\omega_0/2>0$ puts the minimum of $E_0$ at negative $R$.

The part of the remaining error of $n=1$ that is due to state 1 can be estimated by second-order perturbation theory in the coupling $-F_{10}\partial_R/M$, to leading order in the ratio of vibrational to electronic spacing. The energy denominator is then $\omega$, and the lowering is $f^2\langle p^2\rangle/(M^2\omega)=\lambda^2\langle p^2\rangle/2M^2$, with $p=-i\partial_R$. For a harmonic vibration of spacing $0.28909-0.25621=0.03288$ hartree, $\langle p^2\rangle=100\times0.03288/2=1.644$, so the lowering is $1.644/(2\times10^4)=8.2\times10^{-5}$ hartree. The spacing used here is the exact one; the unperturbed one-state problem has spacing $0.03304$ hartree and $\langle p^2\rangle=1.652$, which would raise this and the following estimates by 0.5\%. The quantity it estimates is the drop from $n=1$ to $n=2$, $0.256292635-0.256215383=7.73\times10^{-5}$ hartree, which it exceeds by about 6\% of that drop. The derivative of a harmonic ground function is proportional to the first excited function, so the largest correction of next order adds one vibrational spacing to the denominator; at the minimum of $E_0$, where $KR=-\beta\omega/2$ gives $R\approx-0.46$ and $\omega\approx0.456$, this turns the estimate into $8.22\times10^{-5}\times0.456/(0.456+0.033)=7.7\times10^{-5}$ hartree. It is not the only term of that relative order: $G_{10}=-\beta f$ makes the coupling proportional to $f(\partial_R+\beta/2)$, which adds $\beta^2/4=0.01$ to $\langle p^2\rangle$ and raises the estimate by about 0.6\%. The remaining $3.56\times10^{-6}$ hartree of the $n=1$ error comes from states 2 and higher. Since the vibrational spacing scales as $M^{-1/2}$, the lowering due to state 1 scales as $M^{-3/2}$ for a low level in a harmonic well, against $M^{-1}$ for the DBOC.

The two-state square without $D$ lies $0.256215383-0.256190372=2.50\times10^{-5}$ hartree below the two-state Born-Huang level. The main contribution is $D_{00}/2M=\beta^2/16M=2.5\times10^{-5}$, which is independent of $R$ and acts on the dominant component. The $D_{11}$ term alone is about $(0.5/200)(1.6\times10^{-4})=4\times10^{-7}$ hartree and is offset here by the terms in $D_{01}$, so the agreement in the third digit is particular to this example. The loss exceeds the two-state error of $3.56\times10^{-6}$, so the level falls below the exact one.

\section{Example B: the hydrogen atom and the continuum}

For a nonrelativistic hydrogen atom with the proton at $R$, every state is $\phi_j(r-R)$, so $\nabla=-\nabla_r$ on it, $F$ is independent of $R$ and $\operatorname{div}F=0$. Let $r$ now be the electron-proton distance and $\phi_0=e^{-r}/\sqrt\pi$. From the definition,
\begin{equation}
G_{00}=\int4\pi r^2\phi_0\Big(\phi_0''+\frac2r\phi_0'\Big)dr=4\int_0^\infty(r^2-2r)e^{-2r}dr=4\Big(\frac14-\frac12\Big)=-1 .
\end{equation}
Equation (\ref{G}) says that $\sum_k|F_{k0}|^2=1$. Since $\partial_{R_x}\phi_0=(x/r)\phi_0$, and $(x/r)Y_{00}=Y_{p_x}/\sqrt3$ with $Y_{p_x}=\sqrt{3/4\pi}\,x/r$, only $p$ states contribute. Each Cartesian component gives $I^2/3$, and the three together give $I^2$, where $I=\int_0^\infty u(r)\,2re^{-r}dr$ and $u$ is the normalized $l=1$ radial function.

At energy $-\kappa^2/2$ the radial equation is $u''+(2/r-2/r^2-\kappa^2)u=0$. Put $u=Nr^2e^{-\kappa r}w$. Differentiating and dividing by $Nre^{-\kappa r}$ gives $rw_{rr}+(4-2\kappa r)w_r+(2-4\kappa)w=0$, and with $z=2\kappa r$ this is Kummer's equation $zw''+(4-z)w'-\alpha w=0$, $\alpha=2-1/\kappa$, with regular solution $w={}_1F_1(\alpha;4;z)=\sum_m(\alpha)_mz^m/[(4)_mm!]$. Since $\int r^{3+m}e^{-sr}dr=6\,(4)_ms^{-4-m}$, the factor $(4)_m$ cancels and a binomial series remains:
\begin{equation}
I=2N\int_0^\infty r^3e^{-sr}{}_1F_1(\alpha;4;2\kappa r)\,dr=12N\,s^{-4}\Big(1-\frac{2\kappa}{s}\Big)^{-\alpha},\qquad s=1+\kappa .
\label{lap}
\end{equation}

\emph{Bound states.} Here $\kappa=1/n$, $\alpha=2-n$, and $w=L^{(3)}_{n-2}(z)/\binom{n+1}{3}$. The Laguerre polynomials have norm $\int z^3e^{-z}(L^{(3)}_m)^2dz=(m+3)!/m!$, and in their three-term recurrence $zL^{(3)}_m$ contains $L^{(3)}_m$ with coefficient $2m+4$. For $m=n-2$ this gives $\int z^4e^{-z}(L^{(3)}_{n-2})^2dz=2n\cdot n(n^2-1)$. With $\binom{n+1}3=n(n^2-1)/6$ and $r=nz/2$,
\begin{equation}
1=N^2\frac{n^5}{32}\,\frac{72\,n}{n(n^2-1)},\qquad N^2=\frac{4(n^2-1)}{9n^5}.
\end{equation}
In (\ref{lap}), $s=(n+1)/n$ and $1-2\kappa/s=(n-1)/(n+1)$, so
\begin{equation}
I_n^2=144N^2\frac{n^8}{(n+1)^8}\Big(\frac{n-1}{n+1}\Big)^{2n-4}=\frac{64\,n^3(n-1)^{2n-3}}{(n+1)^{2n+3}} .
\end{equation}
For $n=2$ this is $512/2187=0.2341$, and for $n=3,4$ it is $0.0527$ and $0.0204$. At large $n$, $[(n-1)/(n+1)]^{2n}\to e^{-4}$ and $I_n^2\to64e^{-4}/n^3$. Summing to $n=10^5$ and adding the tail $32e^{-4}/(10^5+\frac12)^2$ gives $0.337017$ bohr$^{-2}$.

\emph{Continuum.} Put $\kappa=ik$, so the energy is $k^2/2$, $\alpha=2+i/k$ and $z=2ikr$. The series behind (\ref{lap}) converges for $|2\kappa/s|<1$; both sides are analytic in $\kappa$ along the imaginary axis, so the formula holds for all $k$. At large $|z|$, ${}_1F_1\simeq6e^zz^{\alpha-4}/\Gamma(\alpha)+6(-z)^{-\alpha}/\Gamma(4-\alpha)$. With $\arg z=\pi/2$ and $\arg(-z)=-\pi/2$, each term has modulus $6(2kr)^{-2}e^{-\pi/2k}/|\Gamma(2+i/k)|$. After multiplication by $e^{-ikr}$ they are an outgoing and an incoming wave, so $u$ oscillates with amplitude $A=3Ne^{-\pi/2k}/(k^2|\Gamma(2+i/k)|)$. Waves $A\sin(kr+\dots)$ have overlap $A^2\frac\pi2\delta(k-k')=A^2\frac{\pi k}{2}\delta(E-E')$, so normalization per unit energy means $A^2=2/\pi k$. The recurrence and reflection formulas give $|\Gamma(2+iy)|^2=(1+y^2)\pi y/\sinh\pi y$. With $y=1/k$,
\begin{equation}
N^2=\frac{2k^3}{9\pi}\,e^{\pi/k}\,\frac{1+k^2}{k^2}\,\frac{\pi/k}{\sinh(\pi/k)}=\frac{4(1+k^2)}{9\,(1-e^{-2\pi/k})}.
\end{equation}
With $\vartheta=\arctan k$, $s^{-4}=(1+k^2)^{-2}e^{-4i\vartheta}$ and $1-2\kappa/s=(1-ik)/(1+ik)=e^{-2i\vartheta}$, whose power $-\alpha$ is $e^{4i\vartheta-2\vartheta/k}$. The phases cancel and
\begin{equation}
I_k^2=\frac{64\,e^{-4\arctan(k)/k}}{(1+k^2)^3\,(1-e^{-2\pi/k})}.
\end{equation}
Adaptive quadrature of $\int I_k^2\,dE=\int_0^\infty I_k^2\,k\,dk$ gives $0.662983$ bohr$^{-2}$, and $0.337017+0.662983=1.000000=-G_{00}$. The infinitely many bound states supply about one third of $F\cdot F$; a basis made of all of them still has $D_{00}=0.663$ bohr$^{-2}$.

With the proton mass $M=1836.1527$, the DBOC is $1/2M=2.723085\times10^{-4}$ hartree, or $59.765$ cm$^{-1}$, of which the bound terms of (\ref{dboc}) give $20.142$ cm$^{-1}$. The surface is flat and $F_{00}=0$, so the lowest one-state solution is a constant $\chi$, and the bounds refer to the bottom of the spectrum, the atom at rest. The BO energy is $-0.5$ hartree and the one-state Born-Huang energy is $-\frac12+\frac1{2M}=-0.499727691$ hartree. Separating the centre of mass gives the exact nonrelativistic value $-\frac12\frac{M}{M+1}=-\frac12+\frac1{2(M+1)}=-0.499727840$ hartree, which lies between them. The one-state energy is too high by $1/[2M(M+1)]=1.482\times10^{-7}$ hartree ($0.0325$ cm$^{-1}$), of order $M^{-2}$: a constant $\chi_0$ has no gradient for $F\cdot\nabla$ to act on, so the other states are reached only through $G_{k0}/2M$, which enters the energy at second order.

All numerical values are calculated from the stated model.
